# Andreev Conductance of a Semiconductor–Superconductor Contact and Velocity Mismatch as a Barrier

## What goes wrong without the result

Suppose a clean semiconductor–superconductor contact shows a zero-bias conductance 1.23 times its normal-state value, where a transparent contact should show 2. If every loss of conductance is blamed on an interface layer, one infers a barrier of dimensionless strength 0.44 and tries to remove it. In the model below, two materials with different Fermi velocities give this value with no layer at all. The opposite error is to estimate the mismatch from the wave vectors. For InAs and aluminium these differ seventyfold, which would suggest a transmission near 0.06; the velocities give 0.84.

The result needed is the Blonder–Tinkham–Klapwijk (BTK) conductance with the velocity mismatch included. It is derived twice, by matching wave functions and by summing repeated reflections.

## The model and the current

The semiconductor N fills $x<0$, with mass $m_N$ and Fermi velocity $v_N$. The superconductor S fills $x>0$, with $m_S$, $v_S$ and a real pair potential $\Delta$, taken as a sharp step. The interface carries a potential $H\delta(x)$. Transport is ballistic and spin-degenerate, without spin–orbit coupling or a magnetic field. The transverse wave vector is conserved, so each transverse mode is a one-dimensional problem in which $v_N$, $v_S$ are velocity components normal to the interface. I set $\hbar=1$ in the algebra.

Energy $E$ is measured from the chemical potential of S. The electron and hole components obey the Bogoliubov–de Gennes equations

$$h u+\Delta(x)v=Eu,\qquad -hv+\Delta(x)u=Ev,$$
$$h=-\tfrac12\,\partial_x\frac1{m(x)}\partial_x-\mu(x)+H\delta(x),$$

where $\mu(x)$ is the local kinetic Fermi energy, $\mu_N$ or $\mu_S$.

An electron arriving from N returns as a hole with probability $A$ (Andreev reflection), returns as an electron with probability $B$, or enters S as a quasiparticle. Let N be biased so that its right-moving electrons have occupation $f(E-eV)$, with $f$ the Fermi function and $e>0$; the current is counted positive when electrons flow towards S. Left-moving electrons at $E$ have three origins: incoming holes, that is, empty electron states at $-E$, converted with probability $A$ (by particle–hole symmetry this probability is $A(-E)$, which equals $A(E)$, as shown below); reflected electrons; and quasiparticles from S. The last group has weight $1-A-B$, because in equilibrium the three must add up to $f(E)$. Hence

$$f_\leftarrow=A[1-f(-E-eV)]+Bf(E-eV)+(1-A-B)f(E).$$

Since $1-f(-y)=f(y)$, the first bracket is $f(E+eV)$, and

$$f_\rightarrow-f_\leftarrow=(1-B)[f(E-eV)-f(E)]+A[f(E)-f(E+eV)].$$

In the $A$ term replace $E$ by $-E$ under the integral. With $A(-E)=A(E)$, shown below, its bracket becomes $f(-E)-f(-E+eV)=f(E-eV)-f(E)$. In one dimension the velocity cancels the density of states, so

$$I=\frac{2e}{h}\int dE\,[f(E-eV)-f(E)]\,(1+A-B),$$

where $h$ in a prefactor is Planck's constant. At zero temperature,

$$G(V)=\frac{2e^2}{h}\,g(eV),\qquad g=1+A-B.$$

An Andreev reflection raises the current because the returning hole carries charge of opposite sign in the opposite direction.

## Waves in the superconductor

In S, a plane wave with kinetic energy $\xi$ relative to $\mu_S$ satisfies $\xi u+\Delta v=Eu$ and $\Delta u-\xi v=Ev$. Hence $\xi=\pm s$ with $s^2=E^2-\Delta^2$. For $\xi=s$,

$$\frac vu=\frac{E-s}{\Delta}=\frac{\Delta}{E+s}\equiv\alpha,$$

while for $\xi=-s$ the second equation gives $u/v=\alpha$. The branches are

$$s=\operatorname{sgn}(E)\sqrt{E^2-\Delta^2}\ (|E|>\Delta),\qquad s=i\sqrt{\Delta^2-E^2}\ (|E|<\Delta).$$

The allowed waves are $(1,\alpha)e^{iq_+x}$ and $(\alpha,1)e^{-iq_-x}$, with $q_\pm\simeq k_S\pm s/v_S$. Below the gap both contain $e^{isx/v_S}$ and decay. Above it their group velocities, $(\xi/E)$ times the normal-state velocity, are both positive.

Below the gap, $|E+s|=\Delta$ gives $|\alpha|=1$. Above it, $\alpha$ is real and $|\alpha|<1$. Reversing $E$ changes $\alpha^2$ to itself above the gap and to its complex conjugate below.

Both derivations use the Andreev approximation: $|E|$ and $\Delta$ are small compared with $\mu_N$ and $\mu_S$, so each velocity takes its Fermi-level value.

## First derivation: matching the wave functions

**Boundary conditions.** Both components are continuous at $x=0$. Integrating the electron equation across the interface leaves

$$-\frac12\left(\frac{u'_S}{m_S}-\frac{u'_N}{m_N}\right)+Hu(0)=0,$$

so the jump in $u'/m$ is $2Hu(0)$. The hole equation has $-h$, but the common sign cancels and the condition is the same.

In N the wave is

$$\psi_N=\binom10\left(e^{ik_Nx}+be^{-ik_Nx}\right)+a\binom01e^{ik_Nx}.$$

The reflected hole has a positive wave vector because a hole's group velocity is opposite to it. In S,

$$\psi_S=c\binom1\alpha e^{ik_Sx}+d\binom\alpha1e^{-ik_Sx}.$$

Continuity gives $1+b=c+\alpha d$ and $a=\alpha c+d$. With $k/m=v$, the derivative conditions are

$$iv_S(c-\alpha d)-iv_N(1-b)=2H(c+\alpha d),$$
$$iv_S(\alpha c-d)-iv_Na=2H(\alpha c+d).$$

**Solution.** Define $P=v_S+v_N+2iH$ and $Q=v_S-v_N+2iH$. Divide the hole condition by $i$, insert $a=\alpha c+d$ and collect terms:

$$\alpha c(v_S-v_N+2iH)=d(v_S+v_N-2iH),\quad\text{so}\quad \alpha cQ=dP^*.$$

In the electron condition use $1-b=2-c-\alpha d$:

$$cP-\alpha dQ^*=2v_N.$$

Substituting $d=\alpha cQ/P^*$, with $R\equiv|Q|^2/|P|^2$, gives

$$c=\frac{2v_N}{P(1-R\alpha^2)},\qquad d=\frac{2v_N\alpha Q}{|P|^2(1-R\alpha^2)}.$$

For the hole amplitude, $P^*+Q=2v_S$, and therefore

$$a=\alpha c+d=\frac{2v_N\alpha(P^*+Q)}{|P|^2(1-R\alpha^2)}=\frac{T\alpha}{1-R\alpha^2},\qquad T=\frac{4v_Nv_S}{|P|^2}.$$

For the electron amplitude,

$$b=c+\alpha d-1=\frac{-P^*(P-2v_N)+\alpha^2Q(Q^*+2v_N)}{|P|^2(1-R\alpha^2)}.$$

Because $P-2v_N=Q$ and $Q^*+2v_N=P^*$,

$$b=-\frac QP\,\frac{1-\alpha^2}{1-R\alpha^2}.$$

Setting $\alpha=0$ removes superconductivity and leaves $|b|^2=R$. Since $|P|^2-|Q|^2=(v_S+v_N)^2-(v_S-v_N)^2=4v_Nv_S$, we have $R=1-T$: $T$ is the normal-state transmission. The probabilities are

$$A=\frac{T^2|\alpha|^2}{|1-R\alpha^2|^2},\qquad B=\frac{R|1-\alpha^2|^2}{|1-R\alpha^2|^2}.$$

They are unchanged when $\alpha^2$ is conjugated, which proves $A(-E)=A(E)$, and likewise for $B$.

**The effective barrier.** From $|P|^2=(v_N+v_S)^2+4H^2$,

$$\frac1T=\frac{(v_N+v_S)^2+4H^2}{4v_Nv_S}=1+\frac{(v_S-v_N)^2}{4v_Nv_S}+\frac{H^2}{v_Nv_S}.$$

Restoring $\hbar$ and writing $r=v_S/v_N$,

$$T=\frac1{1+Z_{\rm eff}^2},\qquad Z_{\rm eff}^2=\frac{H^2}{\hbar^2v_Nv_S}+\frac{(1-r)^2}{4r}.$$

Interface properties enter $A$ and $B$ through $T$ alone. Within the approximation, a mismatched contact without a barrier therefore has the same $g$ at every energy as a matched contact with $Z=|1-r|/(2\sqrt r)$. The squares add, and $r$ and $1/r$ are equivalent.

**Conductance below the gap.** Write $\alpha=e^{-i\varphi}$ with $\cos\varphi=E/\Delta$. Then

$$|1-R\alpha^2|^2=1+R^2-2R\cos2\varphi=(1+R)^2-4R\frac{E^2}{\Delta^2}.$$

The numerators of $A$ and $B$ add to $(1-R)^2+2R(1-\cos2\varphi)$, which is the same expression. So $A+B=1$, as it must when no quasiparticle can enter S, and $g=2A$:

$$g=\frac{2T^2}{(2-T)^2-4(1-T)E^2/\Delta^2},\qquad |E|<\Delta.$$

**Conductance above the gap.** Here $\alpha$ is real, and the numerator of $1+A-B$ over $(1-R\alpha^2)^2$ is

$$(1-R\alpha^2)^2+T^2\alpha^2-R(1-\alpha^2)^2 .$$

The constant term is $1-R=T$. The $\alpha^2$ terms are $-2R+T^2+2R=T^2$. The $\alpha^4$ terms are $R^2-R=-RT$. The sum is $T(1+T\alpha^2-R\alpha^4)=T(1+\alpha^2)(1-R\alpha^2)$, so

$$g=\frac{T(1+\alpha^2)}{1-R\alpha^2}.$$

With $\sigma=\sqrt{1-\Delta^2/E^2}$, $\alpha^2=(E-s)/(E+s)=(1-\sigma)/(1+\sigma)$. Multiplying numerator and denominator by $1+\sigma$ gives

$$g=\frac{2T}{T+(2-T)\sqrt{1-\Delta^2/E^2}},\qquad |E|>\Delta.$$

## Second derivation: repeated reflections

Now separate the two processes. Insert between the interface and S a layer of the superconductor's metal with $\Delta=0$, so thin that the phase $2EL/v_S$ gained by an electron–hole round trip across its length $L$ is negligible. The interface then scatters only normal particles, and the far side of the layer has only a step in $\Delta$.

**Andreev reflection at the step.** There is no velocity mismatch here. An incoming electron $(1,0)e^{ik_Sx}$ and a returning hole $(0,1)e^{ik_Sx}$ join continuously to $(1,\alpha)e^{ik_Sx}$, so the hole amplitude is $\alpha$. The derivatives match too, since all three waves share the factor $ik_S/m_S$ in this approximation. A hole incident with $e^{-ik_Sx}$ likewise returns as an electron with amplitude $\alpha$.

**Normal scattering at the interface.** Let $\rho,t$ be the flux-normalised reflection and transmission amplitudes for electrons from N, and $\rho',t'$ those from the layer. The hole equation is $hv=-Ev$ with $h$ real, so hole amplitudes are complex conjugates of electron amplitudes at $-E$. Their energy dependence is neglected over the scale $\Delta$.

An electron enters the layer with amplitude $t$ and becomes a hole with amplitude $\alpha$. The hole leaves with amplitude $t'^*$, or is reflected with $\rho'^*$, becomes an electron with another $\alpha$, and is reflected towards S with $\rho'$. Each complete cycle multiplies the amplitude by $\rho'^*\alpha\rho'\alpha=R\alpha^2$. The fast phase $k_SL$ drops out because the electron gains it and the hole returns it. Thus

$$a=t\alpha t'^*\sum_{n=0}^{\infty}(R\alpha^2)^n=\frac{\alpha tt'^*}{1-R\alpha^2}.$$

The series converges for $R<1$. Time-reversal symmetry gives $t=t'$, so $tt'^*=T$ and the earlier $a$ is recovered.

An outgoing electron is either reflected at once or leaves after two Andreev reflections:

$$b=\rho+\frac{t\alpha\rho'^*\alpha t'}{1-R\alpha^2}.$$

Unitarity of the interface scattering matrix requires $\rho t'^*+t\rho'^*=0$, so $t\rho'^*t'=-\rho|t'|^2=-\rho T$. Then

$$b=\rho\,\frac{1-R\alpha^2-T\alpha^2}{1-R\alpha^2}=\rho\,\frac{1-\alpha^2}{1-R\alpha^2}.$$

These are the same $A$ and $B$, hence the same $g$, for any thin, time-reversal-symmetric interface of transmission $T$.

**Transmission of this interface.** For a normal electron with transmitted wave amplitude $\tau$, continuity is $1+\rho=\tau$ and the derivative condition is $iv_S\tau-iv_N(1-\rho)=2H\tau$. Eliminating $\rho=\tau-1$ gives $\tau(v_S+v_N+2iH)=2v_N$. The transmitted flux fraction is $T=(v_S/v_N)|\tau|^2=4v_Nv_S/|P|^2$, which gives $Z_{\rm eff}$ as before.

The series also explains the line shape. At $E=0$, $\alpha^2=-1$: successive contributions alternate in sign, and $|a|=T/(1+R)$. At $E=\Delta$, $\alpha^2=1$: they add in phase, and $|a|=T/(1-R)=1$ for any $T>0$.

## Limits and the meaning of doubling

For $T=1$, $g=2$ throughout $|E|<\Delta$, against $g=1$ in the normal state. For the delta-barrier interface of this model, doubling requires $H=0$ and $v_N=v_S$; equal wave vectors are not required. (An extended layer between the two materials can also reach $T=1$ by interference, despite unequal velocities.) A lattice solution of the Bogoliubov–de Gennes equations with masses 0.05 and 1, equal velocities and hence wave vectors in the ratio 20, and a gap far below both Fermi energies, gave $g=2.00000$ at $E=0.3\Delta$.

For general $T$, the zero-bias conductance relative to the normal state is

$$\frac{G_{NS}}{G_N}=\frac{g(0)}T=\frac{2T}{(2-T)^2}.$$

It exceeds one when $T^2-6T+4<0$, that is, $T>3-\sqrt5\approx0.764$. Without a barrier this means a velocity ratio below 2.89 (and above its inverse).

In the tunnelling limit $T\ll1$, away from the gap edge,

$$g\simeq\frac{T^2}{2(1-E^2/\Delta^2)}\ (|E|<\Delta),\qquad g\simeq\frac{T|E|}{\sqrt{E^2-\Delta^2}}\ (|E|>\Delta).$$

Below the gap two particles must cross, hence $T^2$. Above it, $g/T$ is the superconducting density of states relative to the normal one. Far above the gap, $g\to T$ for any transmission.

## Example: an InAs electron gas and aluminium

Take rough typical values: electron density $10^{12}\ \mathrm{cm^{-2}}$, InAs band-edge mass $0.023\,m_e$ and band gap $E_g=0.36$ eV, aluminium Fermi energy 11.7 eV with the free-electron mass, and $\Delta=0.18$ meV.

The density $n$ gives $k_N=\sqrt{2\pi n}=0.251\ \mathrm{nm^{-1}}$. The InAs band is non-parabolic. With the confinement energy of the electron gas left out, the Kane form $E(1+E/E_g)=\hbar^2k^2/2m_{\rm edge}$, with $E$ here measured from the band edge, gives a Fermi energy of 84.3 meV. Differentiating it yields $v_N=\hbar k_N/m_F$ with

$$m_F=m_{\rm edge}\left(1+\frac{2E}{E_g}\right)=0.023(1+0.468)\,m_e=0.0338\,m_e .$$

So $v_N=0.859\times10^6$ m/s. Aluminium has $v_S=2.029\times10^6$ m/s, and $r=2.36$. At normal incidence without a barrier,

$$Z_{\rm eff}^2=\frac{(1.361)^2}{4(2.361)}=0.196,\qquad T=\frac1{1.196}=0.836,$$
$$\frac{G_{NS}}{G_N}=\frac{2(0.836)}{(1.164)^2}=1.23.$$

In this estimate, mismatch alone removes most of the doubling. (The gap 0.36 eV is the room-temperature value; with the low-temperature gap of about 0.42 eV and edge masses from 0.023 to $0.026\,m_e$ the ratio lies between 1.28 and 1.17.) Now add a chosen barrier 0.6 eV high and 0.5 nm wide, so $H=0.30$ eV nm, with the velocities held fixed. Its own $Z$ is 0.345, and $Z_{\rm eff}^2=0.196+0.119=0.315$. Then $T=0.760$, just below the threshold, and the ratio falls to 0.99. At zero temperature each curve still rises to $g=2$ at $eV=\Delta$; at 0.3 K thermal smearing lowers this peak to about 1.4 without the barrier and 1.3 with it.

**Comparison with real contacts.** InAs is a natural case because its surface usually accumulates electrons; a depletion barrier would add to $Z_{\rm eff}$. The accumulation layer itself is not modelled; by raising the electron velocity near the contact it can reduce the mismatch considerably. Two further corrections to the barrier-free ratio, estimated here, are large, of similar size and opposite sign. The first comes from oblique incidence. The normal velocity in InAs is $v_N\cos\theta$, while that in aluminium hardly changes, so the mismatch grows with angle. Averaging over angles in the plane lowers $T$ to 0.73 and the ratio from 1.23 to 1.01. Matching with a two-band model of InAs instead raises the normal-incidence ratio to 1.45, so 1.23 illustrates the formula and is not a prediction for a real contact. The neglected confinement energy raises $m_F$ and lowers $v_N$, which in a narrow well can reduce the ratio by a similar or larger amount: a hard-wall estimate gives 1.05 for a 15 nm well and 0.89 for a 10 nm well. Giving the barrier its finite width lowers 0.99 to 0.88 if the barrier has the InAs mass $m_F$ and its height is measured from the InAs band edge. The result depends strongly on that mass: it is about 0.6 for a barrier mass of $0.1\,m_e$ and about 0.2 for $0.3\,m_e$, so the delta form describes only a light-mass layer of this width. At 0.3 K thermal smearing raises the barrier-free $g(0)$ from 1.03 to 1.07. For a 200 nm wide contact and a mobility of 20000 cm²/Vs, the mean free path is 330 nm, so the contact is only marginally ballistic. One square of the electron gas adds 312 Ω in series, over a third of the 860 Ω of an ideal 15-mode normal contact. Suppression of $\Delta$ near the interface, and geometries with aluminium lying on top of the electron gas, are outside the model.

## What each derivation assumes

Both derivations assume a sharp step in $\Delta$, time-reversal symmetry, phase coherence at the contact and the Andreev approximation.

Matching also assumes a delta barrier and effective-mass boundary conditions. In return it yields $T$ and the amplitudes together, and the same boundary problem can be solved without linearising the wave vectors. That shows where the barrier equivalence fails. For $r=2.5$, $H=0$ and masses 0.05 and 1, lattice solutions with the full dispersion were compared with the formula at $E=0.5\Delta$ and $2\Delta$. The larger error in $g$ was 0.031 for $\Delta/\mu_N=0.1$ and 0.0035 for $\Delta/\mu_N=0.01$. For the InAs example without a barrier, the largest error at five energies up to $3\Delta$ was 0.0013. Velocity mismatch is thus equivalent to a barrier to leading order in $\Delta/\mu_N$, and the equivalence degrades in a nearly depleted semiconductor.

The reflection series needs no delta barrier and no effective-mass condition to obtain $g$ from $T$. It needs an interface whose scattering amplitudes hardly change over an energy $\Delta$; a resonant layer with a narrower level violates this. It therefore separates two claims. That $g$ depends on the interface through $T$ alone is the more general one. That $T$ depends on the mismatch through $(1-r)^2/4r$ rests on effective-mass matching, which ignores differences between the cell-periodic parts of the wave functions. The change from 1.23 to 1.45 under two-band matching shows how sensitive the second claim is. The full set of values is in the numerical output.

## Computed results

```
largest lattice-formula difference in A, B, g: 1.7e-07
g, equal velocities, unequal masses (lattice): 2.00000 (2e^2/h)
error of g at gap/E_F = 0.1 : 3.10e-02 (2e^2/h)
error of g at gap/E_F = 0.01: 3.50e-03 (2e^2/h)
threshold transmission for enhancement: 0.7639
threshold velocity ratio, no barrier: 2.890
InAs-Al example, rough typical inputs:
electron density: 1.0e+12 cm^-2
InAs band-edge mass: 0.023 m_e
InAs band gap: 0.36 eV
electron mobility: 20000 cm^2/Vs
Al Fermi energy: 11.7 eV; Al mass: 1 m_e
Al superconducting gap: 0.18 meV
temperature: 0.3 K; contact width: 200 nm
chosen barrier: 0.6 eV high, 0.5 nm wide
barrier strength H: 0.30 eV nm
Derived quantities:
InAs Fermi energy above band edge (Kane): 84.3 meV
InAs mass at Fermi level: 0.0338 m_e
Fermi energy of equivalent parabola: 70.9 meV
Fermi wave vectors InAs, Al: 0.251, 17.52 nm^-1
Fermi velocities InAs, Al: 0.859, 2.029 10^6 m/s
velocity ratio r: 2.361; wave-vector ratio: 69.9
T if wave vectors replaced velocities: 0.0556
barrier part of Z: 0.3452
Zeff mismatch only: 0.4429
Zeff mismatch + barrier: 0.5616
T mismatch only: 0.8360; mismatch + barrier: 0.7602
A, B at zero bias, mismatch only: 0.5158, 0.4842
g in 2e^2/h: eV/gap, transparent, mismatch, mismatch+barrier
  0.0  2.0000  1.0316  0.7521
  0.5  2.0000  1.1737  0.8911
  0.9  2.0000  1.6973  1.5206
  1.0  2.0000  2.0000  2.0000
  1.5  1.1459  0.9814  0.9027
  3.0  1.0294  0.8648  0.7882
zero-bias G_NS/G_N, mismatch only: 1.2340
zero-bias G_NS/G_N, with barrier: 0.9893
Sizes of neglected effects:
kT/gap: 0.1436
thermal zero-bias g, mismatch only: 1.0697 (2e^2/h)
error from finite gap/E_F: 1.3e-03 (2e^2/h)
angle-averaged T: 0.7269; G_NS/G_N: 1.0100
two-band matching T: 0.8912; G_NS/G_N: 1.4496
finite-width barrier T: 0.7209; G_NS/G_N: 0.8813
mean free path: 330 nm
modes: 15; ideal normal contact resistance: 860 ohm
series resistance of one square of InAs: 312 ohm
```
